# Donor profile for a Gaussian electron density in equilibrium

## The question

A semiconductor at uniform temperature $T$ is in thermal equilibrium. Everything varies along $x$ only; the permittivity $\varepsilon$ and the bands are uniform apart from the electrostatic shift. Electrons and holes obey Boltzmann statistics, with intrinsic density $n_i$. The electron density is to be

$$n(x)=n_0\,e^{-x^2/2\sigma^2}.$$

Let $q>0$ be the elementary charge, $\phi$ the electrostatic potential, $V_T=kT/q$ and $u=\phi/V_T$. The zero of $\phi$ is chosen so that $n=n_i$ where $\phi=0$. The net ionized doping $N(x)$ counts ionized donors as positive and ionized acceptors as negative.

For numbers, take a phosphorus-doped layer in silicon at 300 K, with these round design values and rough typical material values:

- $n_0=2.0\times10^{16}$ cm$^{-3}$, $\sigma=50$ nm, and a layer occupying $|x|\le a=150$ nm;
- relative permittivity 11.7, $n_i=1.0\times10^{10}$ cm$^{-3}$;
- effective density of conduction-band states $N_c=2.8\times10^{19}$ cm$^{-3}$, donor depth 45 meV.

## (a) Find the potential and the field, and show that no electron current flows.

**Answer.** In equilibrium the Fermi level is flat. Raising the potential by $\phi$ lowers the electron energy by $q\phi$, so Boltzmann statistics give

$$n=n_i e^{u},\qquad p=n_i e^{-u}=\frac{n_i^2}{n}.$$

Taking the logarithm of the prescribed density,

$$u(x)=\ln\frac{n(x)}{n_i}=\ln\frac{n_0}{n_i}-\frac{x^2}{2\sigma^2}.$$

The potential is a parabola with its maximum at the centre, and the field is

$$E=-\phi'=-V_Tu'=\frac{V_Tx}{\sigma^2}.$$

It points away from the centre. The force on an electron, $-qE$, points towards the centre and holds the electrons together against diffusion.

With mobility $\mu$ and the Einstein relation $D=\mu V_T$, the electron current density is

$$J_n=q\mu nE+qDn'
=q\mu n\frac{V_Tx}{\sigma^2}+q\mu V_T\left(-\frac{x}{\sigma^2}n\right)=0,$$

because $n'=-xn/\sigma^2$. Drift and diffusion cancel at every point.

## (b) Find the doping that produces this density. What does it become where holes are negligible?

**Answer.** The charge density is $q(p-n+N)$, so Poisson's equation reads

$$\phi''=-\frac{q}{\varepsilon}(p-n+N).$$

Substitute $\phi=V_Tu$, multiply by $-\varepsilon/q$ and define $C=\varepsilon V_T/q=\varepsilon kT/q^2$:

$$-Cu''=p-n+N\quad\Longrightarrow\quad N=n-p-Cu''.$$

From part (a), $u''=-1/\sigma^2$, a constant. Therefore

$$\boxed{N(x)=n(x)-\frac{n_i^2}{n(x)}+N_b,\qquad N_b=\frac{\varepsilon kT}{q^2\sigma^2}}$$

Every term on the right is fixed by the prescribed $n(x)$, so the net ionized doping is unique. Where the hole term is negligible,

$$N(x)\simeq n_0e^{-x^2/2\sigma^2}+N_b.$$

The ionized donor profile is the same Gaussian, with the same height, centre and width, plus a uniform background.

The background has a direct meaning. Inserting the full $N$ into the charge density gives

$$q(p-n+N)=qN_b,$$

since the electron and hole terms cancel. The space charge is uniform and positive. A uniform charge gives a linear field, a linear field gives a parabolic potential, and the Boltzmann factor turns the parabola into a Gaussian.

For the silicon layer, $C=1.6715\times10^5$ cm$^{-1}$ and $\sigma=5.0\times10^{-6}$ cm, so

$$N_b=\frac{1.6715\times10^5}{(5.0\times10^{-6})^2}\ \text{cm}^{-3}
=6.69\times10^{15}\ \text{cm}^{-3}.$$

The ionized donor density at the centre is $(20.0+6.69)\times10^{15}=2.67\times10^{16}$ cm$^{-3}$. At the face of the layer, $n(a)=2.22\times10^{14}$ cm$^{-3}$ and $p(a)=n_i^2/n(a)=4.5\times10^5$ cm$^{-3}$. Neglecting holes inside the layer is well justified.

## (c) Express the background through the Debye length at the peak, and discuss wide and narrow Gaussians.

**Answer.** The electron Debye length at the peak is defined by $L_D^2=\varepsilon kT/(q^2n_0)=C/n_0$. Hence

$$\frac{N_b}{n_0}=\frac{C}{n_0\sigma^2}=\left(\frac{L_D}{\sigma}\right)^2.$$

**Wide Gaussian, $\sigma\gg L_D$.** The background is small compared with the peak, and near the centre the electron density nearly equals the donor density. This near-neutrality does not extend into the tails, because $n$ falls while $N_b$ stays fixed. The two are equal where $n_0e^{-x^2/2\sigma^2}=N_b$, that is, at

$$|x|=\sigma\sqrt{2\ln(n_0/N_b)}\qquad(N_b<n_0).$$

**Narrow Gaussian, $\sigma\ll L_D$.** The background exceeds the peak electron density. The donors are then almost uniform although the electrons are localized: the field of the nearly bare donor charge confines them.

Here $L_D=28.9$ nm and $N_b/n_0=(28.9/50)^2=0.334$, between the two limits. Electrons and background are equal at $50\sqrt{2\ln(1/0.334)}\simeq74$ nm. Beyond that distance more than half of the donor charge is uncompensated.

Since $N_b$ does not contain $n_0$, changing the peak density at fixed $\sigma$, $T$ and $\varepsilon$ changes only the Gaussian part of the donor profile. Halving $\sigma$ quadruples the background.

## (d) Conversely, suppose the ionized donors exceed the electrons by a constant $c$ and holes are negligible. Which electron densities are possible?

**Answer.** With $N-n=c$ and $p$ neglected, Poisson's equation becomes $u''=-c/C$. Two integrations give

$$u=A+Bx-\frac{c}{2C}x^2,\qquad n=n_i\,e^{A+Bx-cx^2/2C},$$

with constants $A$ and $B$. There are three cases.

- For $c>0$, completing the square gives a Gaussian of variance $C/c$, centred at $x=BC/c$.
- For $c=0$, the density is exponential, or uniform if $B=0$. An exponential donor profile can thus be locally neutral while carrying a constant field, if the boundary conditions allow it.
- For $c<0$, the logarithm of $n$ curves upwards, so the density has a minimum instead of a maximum.

Within this model, a Gaussian electron density requires a uniform positive excess, and a uniform positive excess implies a Gaussian or a piece of one: in a finite layer the peak may lie outside, depending on $B$.

## (e) Can the Gaussian plus background be continued to all $x$?

**Answer.** No, for two reasons.

First, holes cannot be neglected far out. Their density is

$$p=\frac{n_i^2}{n_0}e^{x^2/2\sigma^2},$$

which grows without limit. The required net doping changes sign where $n-p+N_b=0$. At that distance $n$ is negligible, so $p=N_b$, or

$$\frac{n_i^2}{n_0}e^{x_0^2/2\sigma^2}=N_b
\quad\Longrightarrow\quad
x_0=\sigma\sqrt{2\ln\frac{n_0N_b}{n_i^2}}.$$

Numerically, $n_0N_b/n_i^2=1.34\times10^{12}$, whose logarithm is 27.9. This gives $x_0=50\sqrt{55.8}\simeq374$ nm. Beyond it the prescribed density would require net acceptors, in an amount that soon grows past any possible doping.

Second, the uniform space charge $qN_b$ would have infinite total charge per area, and the field $V_Tx/\sigma^2$ would grow without bound. A real layer must be cut off, and its field must end on negative charge outside.

## (f) The layer is cut at $|x|=a$. How much negative charge is needed outside, and what uniform acceptor doping $N_A$ on both sides supplies it?

**Answer.** By symmetry $E(0)=0$. Gauss's law from the centre to one face gives

$$\varepsilon E(a)=qN_ba.$$

This agrees with part (a), since $\varepsilon V_Ta/\sigma^2=qCa/\sigma^2=qN_ba$. Each side must therefore hold a negative charge per area of magnitude $qN_ba$. In numbers,

$$N_ba=6.69\times10^{15}\times1.5\times10^{-5}=1.00\times10^{11}\ \text{cm}^{-2},$$

$$E(a)=\frac{0.02585\times1.5\times10^{-5}}{(5.0\times10^{-6})^2}\ \text{V/cm}=15.5\ \text{kV/cm}.$$

The charge alone does not fix $N_A$: the potential must also fall to its value in the neutral p-type bulk. Outside the layer $N=-N_A$, so

$$Cu''=n-p+N_A.$$

Multiply by $u'$. Since $n'=nu'$ and $p'=-pu'$, both sides are derivatives:

$$\frac{d}{dx}\left(\frac C2u'^2\right)=\frac{d}{dx}(n+p+N_Au).$$

Integrate from the face $a$ to the neutral bulk, labelled $b$, where $u'=0$:

$$-\frac C2u'(a)^2=n_b-n_a+p_b-p_a+N_A(u_b-u_a).$$

With no sheet charge at the face, $u$ and $u'$ are continuous there, so $u'(a)=-a/\sigma^2$. Changing all signs and using $C/\sigma^2=N_b$,

$$\frac{N_ba^2}{2\sigma^2}=n_a-n_b+p_a-p_b+N_A\ln\frac{n_a}{n_b}.$$

Bulk neutrality, $p_b-n_b=N_A$, together with $p_bn_b=n_i^2$, closes the equation. Its solution is

$$N_A=1.43\times10^{15}\ \text{cm}^{-3}.$$

To verify it, the left side is $4.5N_b=3.01\times10^{16}$ cm$^{-3}$. On the right, $n_b\simeq n_i^2/N_A=7.0\times10^4$ cm$^{-3}$, so $\ln(n_a/n_b)=21.88$. The dominant terms are

$$(0.022-0.143+0.143\times21.88)\times10^{16}
=3.01\times10^{16}\ \text{cm}^{-3}.$$

If the p-type region were fully depleted of carriers up to a sharp edge, the depleted region would be $N_ba/N_A\simeq701$ nm wide on each side. This is more than twice the full 300 nm width of the layer.

## (g) How can the result be tested without assuming a Gaussian density? What happens if the background is left out?

**Answer.** Prescribe only the doping: $n_0e^{-x^2/2\sigma^2}+N_b$ inside the layer and $-N_A$ outside. Then solve

$$Cu''=n_ie^u-n_ie^{-u}-N(x)$$

numerically, with mirror symmetry at $x=0$ and the neutral bulk value at $x=2500$ nm. The Gaussian must emerge from the solution.

It does. Inside the layer, the largest deviation relative to the prescribed density is $2.3\times10^{-5}$ on a 2 nm mesh and $5.7\times10^{-6}$ on a 1 nm mesh. The fourfold reduction on halving the step is what a second-order method should give. The negative charge found outside is $1.00\times10^{11}$ cm$^{-2}$ per side, in agreement with part (f). The agreement needs the $N_A$ of part (f), which was matched to this Gaussian. With $N_A$ 10% lower or higher, the central density moves by only about 1.3%, but the density at the face changes by $+28\%$ or $-21\%$.

Now remove $N_b$, keeping the Gaussian donors, the layer width and $N_A$ fixed. The peak electron density falls to $6.8\times10^{15}$ cm$^{-3}$, about one third of the design value. The p-type regions still have to be depleted, and the charge for this now comes from the donors of the Gaussian, which lose their electrons. In these surroundings a Gaussian donor profile alone does not give the same Gaussian of electrons.

## (h) Estimate the corrections from degeneracy, incomplete ionization, quantum spreading and the discreteness of donors.

**Answer.**

**Degeneracy.** Let $\eta$ be the Fermi level above the band edge divided by $kT$, and let $\nu=n/N_c$. For a parabolic band the first two terms of the Fermi–Dirac density are

$$\nu=e^\eta-\frac{e^{2\eta}}{2^{3/2}}+\dots
\quad\Longrightarrow\quad
\eta=\ln\nu+\frac{\nu}{\sqrt8}+\dots$$

Since $\eta$ differs from $u$ by a constant, the background is now $-C\eta''$. At the centre $(\ln\nu)''=-1/\sigma^2$ and $\nu''=-\nu_0/\sigma^2$, with $\nu_0=n_0/N_c$. Thus

$$-C\eta''(0)\simeq N_b\left(1+\frac{n_0}{\sqrt8N_c}\right).$$

The correction is $2.5\times10^{-4}$ of $N_b$. It varies with $x$, so at higher density the background would no longer be uniform.

**Incomplete ionization.** The derivation fixes ionized donors, whereas a process introduces chemical donors. In the simplest model, a donor is either empty, with weight 1, or holds an electron in one of the two spin states of its ground level, each with weight $(n/N_c)e^{\Delta/kT}$, where $\Delta$ is the donor depth. The chemical density needed is therefore

$$N_{\rm chem}=N\left(1+\frac{2n}{N_c}e^{\Delta/kT}\right).$$

At the centre the second term is $2\times7.14\times10^{-4}\times e^{45/25.85}=0.0081$. The extra donors amount to $2.2\times10^{14}$ cm$^{-3}$, or 3.3% of $N_b$. For phosphorus in silicon this is an underestimate: ten more bound states, counting spin, lie only about 12 to 13 meV above the ground pair. Adding their weights raises the second term about fourfold, to roughly 0.03, and the extra donors to about 13% of $N_b$. This figure is uncertain by a factor of a few. The shallower $n=2$ levels, counted the same way, would raise the term to about 0.08, but at 300 K such weakly bound states are hard to separate from band states; removing from the 1s weights the part already counted in the band lowers it to about 0.013. Because the factor depends on $n(x)$, the chemical profile is not strictly a Gaussian plus a constant.

**Quantum spreading.** The electron potential energy, measured from the centre, is $-q[\phi(x)-\phi(0)]=kTx^2/2\sigma^2$. This is a harmonic oscillator with $m\omega^2=kT/\sigma^2$. Its mean potential energy is half its mean energy $(\hbar\omega/2)\coth(\hbar\omega/2kT)$, so

$$\langle x^2\rangle=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2kT}
=\sigma^2\,y\coth y,\qquad y=\frac{\hbar\omega}{2kT}.$$

For the light silicon mass, 0.19 electron masses, $\hbar\omega/kT=0.079$. The variance rises by $5\times10^{-4}$ of its classical value. The heavier mass gives a smaller shift, because $y\propto m^{-1/2}$.

**Discrete donors.** At the central donor density the mean spacing is $N^{-1/3}=33.5$ nm, comparable with $\sigma$. Suppose donors are placed independently at random, each with the screened potential $qe^{-r/L_D}/(4\pi\varepsilon r)$. The variances add:

$$\langle\delta\phi^2\rangle
=N\left(\frac{q}{4\pi\varepsilon}\right)^2\int_0^\infty4\pi e^{-2r/L_D}\,dr
=2\pi NL_D\left(\frac{q}{4\pi\varepsilon}\right)^2.$$

With $q/4\pi\varepsilon=V_T/4\pi C=0.123$ V nm, the rms fluctuation is 8.6 mV, or $0.33\,kT/q$. A fluctuation of this size changes the local density by a factor of about $e^{\pm0.33}$, from 0.72 to 1.39. The estimate is rough, since linear screening by a smooth electron gas is strained when the donor spacing exceeds $L_D$. It is nevertheless the largest of the four effects. The Gaussian describes, approximately, an average over the plane of the layer, not the density at each point.

## (i) The same doping is used at 400 K. Is the electron density still Gaussian? Compare the model with a real layer.

**Answer.** The background needed for a given $\sigma$ is proportional to $T$, but the doping is now fixed. The surroundings change too, because $n_i$ rises; here it is scaled with a gap of 1.12 eV. Solving the same equation at 400 K gives a peak of $1.94\times10^{16}$ cm$^{-3}$ and $n(2\sigma)/n(0)=0.240$, against 0.135 for the design Gaussian. These values depend on $n_i$: the scaling gives $3.5\times10^{12}$ cm$^{-3}$, whereas an empirical fit for silicon gives about $5.5\times10^{12}$ cm$^{-3}$ at 400 K, which raises the ratio to 0.25 and the peak to $1.95\times10^{16}$ cm$^{-3}$. The peak is slightly lower and the profile clearly broader. Most of the broadening comes from the rise of $n_i$: with $n_i$ held at its 300 K value, the same calculation gives a ratio of only 0.141.

Its shape has also changed. At the centre, Poisson's equation with $C$ raised by $4/3$ gives

$$u''(0)=\frac{n(0)-N(0)}{4C/3}
=\frac{(1.940-2.669)\times10^{16}}{2.229\times10^5}
=-3.27\times10^{10}\ \text{cm}^{-2}.$$

A Gaussian with this central curvature would have a width of $(3.27\times10^{10})^{-1/2}$ cm, or 55 nm, and would fall to $e^{-1.64}=0.19$ at 100 nm. The solved ratio is 0.240, so the density is no longer Gaussian. The profile is matched to one temperature.

The example resembles a lightly implanted buried n-type channel in silicon. The Gaussian part of the donor profile has a dose of $\sqrt{2\pi}\,n_0\sigma\simeq2.5\times10^{11}$ cm$^{-2}$, and the uniform background adds $2N_ba\simeq2.0\times10^{11}$ cm$^{-2}$. The field at the face is about 5% of a rough breakdown field of 300 kV/cm. The symmetric p-type surroundings and abrupt faces are idealizations: a real channel may have an oxide and a gate on one side, and its junctions are graded. These would change where the terminating charge sits and what doping supplies it, by amounts not estimated here. They leave $N_b$ unchanged wherever the density is still required to be this Gaussian at 300 K. For the effects that were estimated, incomplete ionization moves the required central donor density by 0.8% in the two-state model and by about 3% with the ten nearest excited donor states included, while random donor positions change the local electron density by tens of per cent. The remaining values are in the numerical output, whose table gives the potential of part (a) relative to its value at the centre.

## Values computed for the example and the checks

```
temperature = 300 K, kT/q = 25.852 mV
relative permittivity = 11.7
ni = 1.0e+10 cm^-3, Nc = 2.8e+19 cm^-3
peak electron density n0 = 2.00e+16 cm^-3
sigma = 50 nm, half-width a = 150 nm
eps kT/q^2 = 1.6715e+05 cm^-1
Debye length at peak = 28.91 nm
uniform background Nb = 6.6862e+15 cm^-3
Nb/n0 = 0.3343
peak ionized donor density = 2.6686e+16 cm^-3
x (nm), n Gaussian, n solved, donors (cm^-3), potential (mV)
0, 2.0000e+16, 2.0000e+16, 2.6686e+16, -0.00
50, 1.2131e+16, 1.2131e+16, 1.8817e+16, -12.93
100, 2.7067e+15, 2.7067e+15, 9.3929e+15, -51.70
150, 2.2218e+14, 2.2218e+14, 6.9084e+15, -116.33
max relative deviation, 2 nm mesh = 2.29e-05
max relative deviation, 1 nm mesh = 5.71e-06
hole density at face = 4.50e+05 cm^-3
net doping changes sign at x = 373.6 nm
field at face = 15.51 kV/cm
excess donors per face Nb a = 1.0029e+11 cm^-2
solved negative charge outside = 1.0029e+11 cm^-2
terminating acceptor doping NA = 1.4304e+15 cm^-3
depletion width estimate Nb a/NA = 701 nm
peak n without background = 6.773e+15 cm^-3
degeneracy: relative change of Nb at centre = 2.53e-04
donor depth = 45 meV
neutral donor fraction at centre = 0.0081
extra chemical donors at centre = 2.17e+14 cm^-3
extra chemical donors / Nb = 0.0325
light mass = 0.19 electron masses
oscillator quantum / kT = 0.0788
quantum relative change of variance = 5.17e-04
mean donor spacing at centre = 33.5 nm
random-donor rms potential = 8.57 mV
random-donor rms potential / (kT/q) = 0.331
rough breakdown field = 300 kV/cm
face field / breakdown field = 0.052
gap used for ni(T) = 1.12 eV
peak n at 400 K, same doping = 1.940e+16 cm^-3
n(2 sigma)/n(0) at 400 K = 0.2395
n(2 sigma)/n(0) of the design Gaussian = 0.1353
```
